# Charge-constrained Hartree-Fock: concavity in the multiplier and Newton updates

Suppose that a fragment of a molecule must carry a prescribed charge, and that the condition is attached to the Hartree-Fock energy with a multiplier $\lambda$. Minimizing the resulting function over the orbitals and $\lambda$ together fails. The function is linear in $\lambda$, so whenever the population is wrong it can be lowered without bound by sending $\lambda$ to plus or minus infinity. The orbitals and the multiplier need different treatment, and choosing the next $\lambda$ requires knowing how the population responds to it after the orbitals have relaxed. The sign of that response decides whether the multiplier search is a maximization, and its size supplies the step.

Consider a closed-shell molecule with fixed nuclei, real orbitals and a fixed basis with overlap matrix $S$. The occupied orbitals are the columns of $C_{\rm occ}$, with $C^TSC=1$, and the spin-summed density matrix is $D=2C_{\rm occ}C_{\rm occ}^T$. Indices $i,j$ denote occupied orbitals and $a,b$ virtual ones. Atomic units are used. Apart from the constant nuclear repulsion, the energy is

$$E(D)=\mathrm{Tr}(hD)+\tfrac12\mathrm{Tr}[D\,G(D)],$$

$$G(D)_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|sq)\right].$$

The fragment population is $N=\mathrm{Tr}(wD)$, where $w$ is symmetric and independent of the orbitals. For a Löwdin population, $w=S^{1/2}PS^{1/2}$, with $P$ selecting the basis functions of the fragment. With target $N_0$, the Lagrangian is

$$L(D,\lambda)=E(D)+\lambda[N(D)-N_0].$$

A positive $\lambda$ raises the energy of electrons on the fragment and a negative one lowers it. At fixed $\lambda$ the orbital problem is ordinary Hartree-Fock with $h$ replaced by $h+\lambda w$.

To find its derivatives, rotate the orbitals by $C\to C\exp K$, where $K_{ai}=\kappa_{ai}$, $K_{ia}=-\kappa_{ai}$ and all other elements vanish. Rotations within the occupied or the virtual space leave $D$ unchanged and are omitted. The occupied columns of $\exp K$ have occupied block $1-\frac12\kappa^T\kappa$ and virtual block $\kappa$, up to terms of third order. Multiplying these columns by their transpose gives, in the orbital basis, $D=D_0+D_1+D_2+O(\kappa^3)$ with

$$D_1=2\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix},\qquad
D_2=2\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}.$$

The two-electron energy is quadratic in $D$, and $\mathrm{Tr}[XG(Y)]=\mathrm{Tr}[YG(X)]$ by the permutation symmetry of the integrals. The factor $\frac12$ therefore cancels in the terms linear in a density change, which combine into the Fock matrix

$$F^\lambda=h+G(D_0)+\lambda w.$$

Through second order,

$$L=L_0+\mathrm{Tr}[F^\lambda(D_1+D_2)]+\tfrac12\mathrm{Tr}[D_1G(D_1)].$$

The first-order term is $4\sum_{ai}F^\lambda_{ai}\kappa_{ai}$: one factor of two comes from spin and one from the two off-diagonal blocks. Hence

$$\frac{\partial L}{\partial\kappa_{ai}}=4F^\lambda_{ai},\qquad
\frac{\partial N}{\partial\kappa_{ai}}=4w_{ai},$$

where $w_{ai}=C_a^TwC_i$. Stationarity means $F^\lambda_{ai}=0$, so the occupied and virtual blocks can be diagonalized separately, with orbital energies $\varepsilon_i$ and $\varepsilon_a$. The one-electron part of the second-order term is then

$$\mathrm{Tr}(F^\lambda D_2)=2\sum_{ai}(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2.$$

For the two-electron part, both off-diagonal blocks of $D_1$ enter the sum over $r,s$:

$$G(D_1)_{ai}=2\sum_{bj}\kappa_{bj}\left[2(ai|bj)-\tfrac12(ab|ij)-\tfrac12(aj|bi)\right].$$

Since $\frac12\mathrm{Tr}[D_1G(D_1)]=2\sum_{ai}\kappa_{ai}G(D_1)_{ai}$, the complete second-order change is $2\kappa^TM\kappa=\frac12\kappa^T(4M)\kappa$, with

$$M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+4(ai|bj)-(ab|ij)-(aj|bi).$$

This is the matrix usually called $A+B$, and $H=4M$ is the orbital Hessian of $L$. It contains $\lambda$ explicitly through the orbital energies: although $N$ is linear in $D$, it is not linear in the rotation parameters. For $\lambda\neq0$ the Hessian of $E$ alone, evaluated at the same orbitals, is in general a different matrix.

A solution is called stable here if $M$ is positive definite. This concerns real closed-shell rotations, the class in which the response takes place; it does not establish stability towards spin-unrestricted or complex orbitals. Because $M$ is then invertible, the implicit function theorem gives a smooth branch of solutions $\kappa(\lambda)$ around the chosen point. Let $W(\lambda)$ be the value of $L$ on that branch. The chain rule gives

$$W'=\sum_{ai}\frac{\partial L}{\partial\kappa_{ai}}\kappa'_{ai}
+\frac{\partial L}{\partial\lambda}=N-N_0,$$

because the orbital gradient vanishes all along the branch. No orbital response is needed for the first derivative, and a zero of $W'$ is a state with the required population.

The second derivative does need the response. Differentiate the stationarity condition $\partial L/\partial\kappa=0$ along the branch. The orbitals contribute $4M\kappa'$, and the explicit $\lambda$ contributes $4w$, where $w$ now also denotes the vector of elements $w_{ai}$. Thus

$$4M\kappa'+4w=0,\qquad M\kappa'=-w.$$

Since $W''=dN/d\lambda=4w^T\kappa'$,

$$\boxed{W''=-4\,w^TM^{-1}w\leq0.}$$

The inverse of a positive definite matrix is positive definite, which proves the inequality. It is strict unless every $w_{ai}$ vanishes. An example of that exception is $w=S$: then $N$ is the total electron number, orthogonality makes $w_{ai}$ zero, and $W$ is a straight line in $\lambda$. No multiplier can change the total electron number of a determinant.

With several populations $w_A$ and multipliers $\lambda_A$, the same steps give the matrix of second derivatives $-4w_A^TM^{-1}w_B$. Contracting it with any numbers $x_A$ gives $-4v^TM^{-1}v$, where $v=\sum_Ax_Aw_A$, so it is negative semidefinite. It is singular if the constrained populations add up to the total electron number, since $v=0$ for equal $x_A$.

At a point of a stable branch where $N=N_0$, the constrained problem is also solved locally. On the surface of determinants with $N=N_0$, the functions $L$ and $E$ coincide. A strict local minimum of $L$ over all rotations is therefore a strict local minimum of $E$ on that surface. The orbitals are found by minimization and the multiplier by maximization.

The multiplier also has an energetic meaning. Along the branch, $E+\lambda N$ is stationary under every orbital change, including the change produced by moving along the branch, so $dE+\lambda\,dN=0$. If $E_c(N_0)$ is the constrained energy and $W''\neq0$,

$$\frac{dE_c}{dN_0}=-\lambda,\qquad
\frac{d^2E_c}{dN_0^2}=-\frac{d\lambda}{dN_0}=-\frac1{W''}>0.$$

A soft charge, with large $|W''|$, costs little energy to displace.

The stability condition cannot be dropped. A constrained minimum needs $H$ to be positive only for rotations that keep $N$ fixed to first order, that is, on the tangent space orthogonal to $g=4w$. Suppose that $H$ is invertible and has one negative eigenvalue, and let $T$ be its restriction to this tangent space. Count the negative eigenvalues of the bordered matrix

$$\mathcal B=\begin{pmatrix}H&g\\g^T&0\end{pmatrix}$$

in two ways, using the fact that a change of variables $\mathcal B\to X^T\mathcal BX$ with invertible $X$ preserves their number. Eliminating the border against $H$ leaves the blocks $H$ and $-g^TH^{-1}g$. Alternatively, take the first coordinate along $g$. This coordinate and the border form the block

$$\begin{pmatrix}\alpha&|g|\\|g|&0\end{pmatrix},$$

whose determinant is $-|g|^2$, so it has one negative eigenvalue. The tangent coordinates couple only to the first member of this pair. Eliminating the pair would correct $T$ by the first diagonal element of the block's inverse, which is zero, so $T$ survives unchanged. With $n_-$ denoting the number of negative eigenvalues,

$$n_-(H)+n_-(-g^TH^{-1}g)=1+n_-(T).$$

For $n_-(H)=1$, $T$ has a negative eigenvalue if $g^TH^{-1}g>0$ and none if $g^TH^{-1}g<0$; if $g^TH^{-1}g=0$, $\mathcal B$ and therefore $T$ are singular. So $T$ is positive definite precisely when $g^TH^{-1}g<0$. But $W''=-g^TH^{-1}g$. A constrained minimum of this kind thus sits where $W$ is convex, and maximizing over $\lambda$ moves away from it.

A model with two sites and two electrons shows this. Let the hopping be $t$, the on-site interaction $U$, and constrain the population difference $m=n_1-n_2$ to zero. With the occupied orbital $(\cos\theta,\sin\theta)$,

$$m=2\cos2\theta,\qquad
E=-2t\sin2\theta+U\left(1-\tfrac12\sin^22\theta\right).$$

At $\lambda=0$ the symmetric orbital $\theta=\pi/4$ is stationary. The hopping gap is $2t$, the interaction shifts both levels equally, and each of the three integrals in $M$ equals $U/2$. Hence $M=2t+4U/2-U/2-U/2=2t+U$. Since $|w_{ai}|=1$,

$$W''=-\frac4{2t+U}.$$

For $t=1$ and the attractive value $U=-3$, this gives $M=-1$ and $W''=+4$, in agreement with finite differences along the unstable branch. With a single rotation angle the tangent space is empty: $m=0$ leaves only $\sin2\theta=\pm1$, with energies $\mp2t+U/2$. The symmetric state is therefore the constrained minimum, at $-2t+U/2=-3.5$.

The lowest value over all determinants behaves differently. Define $W_g(\lambda)=\min_DL(D,\lambda)$. For $0\leq s\leq1$, linearity of $L$ in $\lambda$ gives

$$\begin{aligned}
L(D,s\lambda_1+(1-s)\lambda_2)&=sL(D,\lambda_1)+(1-s)L(D,\lambda_2)\\
&\geq sW_g(\lambda_1)+(1-s)W_g(\lambda_2).
\end{aligned}$$

Minimizing the left side over $D$ proves that $W_g$ is concave, with no assumption about smoothness. Also, any $D$ satisfying the constraint has $E(D)=L(D,\lambda)\geq W_g(\lambda)$, so the maximum of $W_g$ cannot exceed the constrained energy. It may lie below it. In the model, setting $x=\sin2\theta$ at $\lambda=0$ gives $E=-3-2x+\frac32x^2$, with minimum $-11/3$ at $x=2/3$. There are two such states, with $m=\pm2\sqrt{1-x^2}\approx\pm1.49$. A small $\lambda$ selects one or the other, so $W_g$ has a kink at $\lambda=0$. By symmetry and concavity this is its maximum. The duality gap is $-3.5+3.667=0.167$ in units of $t$, and the globally minimizing solution jumps over the state with $m=0$.

On a stable branch with $W''<0$, write the residual as $r=N-N_0=W'$. Newton's method for $W'=0$ is

$$\lambda_{\rm new}=\lambda+\Delta,\qquad
\Delta=-\frac{r}{W''}=\frac{N-N_0}{4w^TM^{-1}w}.$$

The sign is sensible: too many electrons on the fragment make $\lambda$ increase. The step initially raises $W$, because $W'\Delta=-r^2/W''>0$. Expanding the new residual,

$$r_{\rm new}=r+W''\Delta+\tfrac12W'''\Delta^2+\cdots
\approx\frac{W'''}{2(W'')^2}\,r^2,$$

so convergence near a smooth solution is at least quadratic, and faster if $W'''$ vanishes there. Each update requires a converged Hartree-Fock calculation and one linear solution of $M\kappa'=-w$.

If the two-electron terms in $M$ are dropped, the slope becomes the uncoupled estimate

$$W''_{\rm u}=-4\sum_{ai}\frac{w_{ai}^2}{\varepsilon_a-\varepsilon_i}.$$

Let $e=\lambda-\lambda_*$ be the distance to the solution. Then $r\approx W''e$, and an update with the uncoupled slope gives

$$e_{\rm new}\approx\left(1-\frac{W''}{W''_{\rm u}}\right)e.$$

The error now falls by a constant factor, and local convergence requires $0<W''/W''_{\rm u}<2$. In the symmetric two-site state this ratio is $2t/(2t+U)$. It exceeds two for $-2t<U<-t$, where the state is still stable but the uncoupled iteration moves away from it. The coupled response can therefore decide whether the search converges.

Concavity does not make every full Newton step safe. For the two-site model with $U=0$ and target $m=0$, the lower eigenvalue of the one-electron matrix is $-\sqrt{\lambda^2+t^2}$, occupied twice. Thus

$$W=-2\sqrt{\lambda^2+t^2},\qquad
W'=-\frac{2\lambda}{\sqrt{\lambda^2+t^2}},$$

$$W''=-\frac{2t^2}{(\lambda^2+t^2)^{3/2}}.$$

The Newton update is $\lambda-\lambda(\lambda^2+t^2)/t^2=-\lambda^3/t^2$. Starting from $\lambda=2t$ it produces $-8t$ and then $512t$, although $W$ is strictly concave. At large $|\lambda|$ the population is saturated, and the small local slope suggests far too long a step.

The remedy is to use $\lambda+s\Delta$ and halve $s$, starting from one, until $|r_{\rm new}|\leq(1-cs)|r|$, with a small constant such as $c=10^{-4}$. If $|W''|\geq\mu>0$ and $|W'''|\leq B$ on the region visited, Taylor's theorem and $|\Delta|\leq|r|/\mu$ give

$$|r_{\rm new}|\leq(1-s)|r|+\frac{Bs^2r^2}{2\mu^2}.$$

The condition is met once $Bs|r|/(2\mu^2)\leq1-c$. As $|r|$ never grows, the accepted $s$ stays above a fixed positive value and the residual tends to zero. This presumes that the orbital solver remains on one stable branch. In the example, the trials $-8t$ and $-3t$ are rejected and $-0.5t$ is accepted; full steps then lead to $0.125t$, $-0.00195t$ and on to zero.

For a molecular case, take formaldehyde in restricted Hartree-Fock with the 6-31G basis, at a rounded planar geometry with CO and CH lengths of 1.2 and 1.1 Å and an HCH angle of 120°. The Löwdin population of oxygen is 8.2807 without a constraint. The target is 8.5, an oxygen charge of $-0.5e$. At $\lambda=0$ the residual is $-0.21929$ and the curvature is $-2.09913\,E_h^{-1}$, so the first update gives

$$\lambda_1=0-\frac{-0.21929}{-2.09913}=-0.10447\,E_h.$$

There the residual is $-0.007666$ and the curvature $-1.94061\,E_h^{-1}$. The next step is $-0.007666/1.94061=-0.00395\,E_h$, leading to $\lambda_2=-0.10842\,E_h$. A third update reduces the residual below $10^{-10}$ electrons. The final multiplier is $-0.1084\,E_h$, or $-2.95$ eV; its negative sign attracts electrons to oxygen.

The quadratic law can be read from these residuals. Its constant $W'''/[2(W'')^2]$, evaluated at the solution, is $-0.2469$ per electron. Applied to the residual after the first update it predicts $-0.2469\times(0.007666)^2=-1.45\times10^{-5}$; the calculation gives $-1.43\times10^{-5}$.

The uncoupled curvature at the solution is $-1.983\,E_h^{-1}$, against the coupled value $-1.933\,E_h^{-1}$. The predicted error factor is $1-1.933/1.983=0.025$, which the observed iteration reproduces. To bring the residual below $10^{-8}$ electrons it needs six updates instead of three. For this population the two-electron terms change the response by 2.5% at the solution, and by at most about 8% at the five grid points between $\lambda=-0.3$ and $0.1\,E_h$, so the uncoupled iteration is also effective. This reflects a cancellation in their net contribution to $w^TM^{-1}w$, not small integrals: keeping only the term $4(ai|bj)$ in $M$ would give a curvature of $-1.17\,E_h^{-1}$ at the solution.

Between $\lambda=-0.3$ and $0.1\,E_h$, all five grid points have positive definite $M$ and negative $W''$. This is stability within the closed-shell class only: at $\lambda=0$ and $0.1\,E_h$ the restricted solution is unstable towards spin-unrestricted orbitals, the corresponding matrix (without the term $4(ai|bj)$) having lowest eigenvalues $-0.002$ and $-0.029\,E_h$, against $+0.054\,E_h$ at the constrained solution. Concavity also shows in the values of $W$ themselves. Around $\lambda=-0.1\,E_h$, the increments of $W$ over successive steps of $0.1\,E_h$ are $0.00779$ and $-0.01166\,E_h$. Their difference divided by $(0.1\,E_h)^2$ is $-1.945\,E_h^{-1}$, close to the response value $-1.949\,E_h^{-1}$. A separate test at $\lambda=-0.2\,E_h$, differencing the population over steps of $\pm0.001\,E_h$ in $\lambda$, gives $-1.749436\,E_h^{-1}$ from both the finite difference and the formula.

The constraint costs $0.01173\,E_h$, or $0.319$ eV. A parabola for $E_c$ about the free molecule, where the slope is zero, gives

$$\frac{(0.21929)^2}{2(2.09913)}=0.01145\,E_h,$$

about 2% below the computed cost. The direction of the error follows from the curvature: $|W''|$ falls from 2.10 to $1.93\,E_h^{-1}$ on the way to the target, so $E_c$ stiffens. Its slope at the target, from separately constrained calculations at neighbouring populations, is $0.1084\,E_h$ per electron, equal to $-\lambda$ at this precision.

These values describe a mean-field state at fixed geometry. They omit electron correlation and nuclear relaxation, and they depend on the finite basis and on the definition of the population; another choice of $w$ would define another constraint, with its own multiplier and energy cost. The basis dependence of the Löwdin population is large. With 6-31G*, cc-pVDZ and cc-pVTZ the free oxygen population is 8.239, 8.055 and 7.832; for the same target of 8.5 the multiplier becomes $-3.9$, $-7.0$ and $-12.0$ eV and the cost 0.50, 1.50 and 3.78 eV. The digits quoted above therefore illustrate the method in one basis and are not properties of formaldehyde. The numerical output gives the full sequence of updates and the grid values.

## Numbers as computed

```
H2CO, RHF/6-31G, Loewdin population of O
CO, CH lengths: 1.2, 1.1 angstrom
HCH angle: 120 degrees
basis functions, occupied, virtual: 22, 8, 14
free energy-minimum E: -113.80727584 hartree
free O population: 8.280711 electrons
target O population: 8.500 electrons
grid: lambda/Eh, N/electrons, W/Eh, W''/(1/Eh), min(A+B)/Eh
 -0.3 8.833059 -113.8286820 -1.535615 0.240291
 -0.2 8.668819 -113.8034095 -1.749436 0.217176
 -0.1 8.483648 -113.7956196 -1.948719 0.191666
  0.0 8.280711 -113.8072758 -2.099129 0.166874
  0.1 8.066402 -113.8398586 -2.172786 0.144760
at lambda=-0.2 Eh:
W' formula, difference: 0.1688187, 0.1688183 electrons
W'' formula, difference: -1.749436, -1.749436 1/Eh
Hessian formula, difference: 16.04340, 16.04340 Eh
Newton: update, lambda/Eh, N-N0/electrons, W''/(1/Eh)
 0 0.000000000 -2.193e-01 -2.099129
 1 -0.104466437 -7.666e-03 -1.940607
 2 -0.108416801 -1.430e-05 -1.933353
 3 -0.108424200 -4.727e-11 -1.933339
final lambda: -0.1084242 Eh = -2.95037 eV
constrained E: -113.79555079 hartree
energy cost: 0.0117251 Eh = 0.31906 eV
quadratic estimate of cost: 0.0114541 Eh
final min(A+B): 0.193825 Eh
final uncoupled W'': -1.983446 1/Eh
updates, Newton and uncoupled: 3, 6
linear factor predicted, observed: 0.02526, 0.02527
Newton constant predicted, observed: -0.24688, -0.24247 1/electron
dE/dN0 by difference: 0.1084285 Eh/electron
d2E/dN0^2 difference, -1/W'': 0.517245, 0.517240 Eh/electron^2
two-site model: t=1.0, U=-3.0 (units of t)
symmetric A+B: -1.000000 t
W'' formula, difference: 4.000000, 4.000016 1/t
symmetric E, best dual W: -3.500000, -3.666667 t
duality gap: 0.166667 t
m at lambda=-0.0001,+0.0001 t: 1.49082, -1.49082 electrons
U=0, target m=0, plain lambda/t: 2.000, -8.000, 512.000
U=0, damped lambda/t: 2.000000, -0.500000, 0.125000, -0.001953, 0.000000, 0.000000
```
